# Spin Susceptibility of the Electron Gas from Its Energy Curvature: test program

```python
"""Spin susceptibility of the three-dimensional uniform electron gas.

Result under test (hartree atomic units):
    chi_Pauli/chi = 1 - a*rs/pi + 3*a^2*rs^2*alpha_c
rs      : radius of the sphere holding one electron, in bohr radii
a       : (4/(9 pi))^(1/3), so that the Fermi wavevector is kF = 1/(a rs)
zeta    : (n_up - n_down)/n, "up" meaning magnetic moment along the field
alpha_c : second zeta-derivative of the correlation energy per electron
          at zeta = 0 and fixed density (correlation spin stiffness)
b       : Zeeman energy mu_B*B; the energy per electron gains -b*zeta
Correlation: Perdew-Wang functional, libxc name LDA_C_PW_MOD.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, fsolve, minimize_scalar
from pyscf.dft import libxc

HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
BOHR_M = const.physical_constants["Bohr radius"][0]
BOHR_ANG = BOHR_M / const.angstrom
MU_B = const.physical_constants["Bohr magneton"][0]
A = (4 / (9 * np.pi)) ** (1 / 3)
NODES, WEIGHTS = np.polynomial.legendre.leggauss(8)


def density(rs):
    return 3 / (4 * np.pi * rs**3)


def integrate(func, low, high):
    """Gauss-Legendre quadrature, exact for the polynomials used here."""
    half = (high - low) / 2
    points = low + half * (NODES + 1)
    return half * sum(w * func(p) for w, p in zip(WEIGHTS, points))


def sphere_energies(n_spin):
    """Kinetic and exchange energy per volume of one filled Fermi sphere."""
    k = (6 * np.pi**2 * n_spin) ** (1 / 3)
    cell = (2 * np.pi) ** 3
    kinetic = integrate(lambda p: 4 * np.pi * p**2 * p**2 / 2, 0, k) / cell

    def overlap(q):
        # states p for which both p and p+q are occupied, per volume
        return 2 * integrate(lambda z: np.pi * (k**2 - z**2), q / 2, k) / cell

    # q^2 of the volume element cancels the 1/q^2 of the Coulomb potential
    exchange = -0.5 * integrate(
        lambda q: 4 * np.pi * 4 * np.pi * overlap(q), 0, 2 * k) / cell
    return kinetic, exchange


def kinetic_exchange(rs, zeta):
    """Kinetic and exchange energy per electron from the Fermi spheres."""
    n = density(rs)
    up = sphere_energies(n * (1 + zeta) / 2)
    down = sphere_energies(n * (1 - zeta) / 2)
    return (up[0] + down[0]) / n, (up[1] + down[1]) / n


def functional(name, n_up, n_down, deriv):
    rho = np.array([[n_up], [n_down]])
    return libxc.eval_xc(name, rho, spin=1, deriv=deriv)


def correlation(rs, zeta):
    n = density(rs)
    out = functional("LDA_C_PW_MOD", n * (1 + zeta) / 2, n * (1 - zeta) / 2, 1)
    return float(np.ravel(out[0])[0])


def spin_stiffness(rs):
    """alpha_c from the analytic second derivatives of the functional."""
    n = density(rs)
    out = functional("LDA_C_PW_MOD", n / 2, n / 2, 2)
    f_uu, f_ud, _ = np.ravel(out[2][0])
    return float(n * (f_uu - f_ud) / 2)


def curvature(func, h=0.02):
    """Fourth-order finite-difference second derivative at zero."""
    return (-func(2 * h) + 16 * func(h) - 30 * func(0.0)
            + 16 * func(-h) - func(-2 * h)) / (12 * h**2)


def polarization(rs, b, interacting):
    """zeta that minimizes the energy per electron in the field."""
    def energy(zeta):
        t, x = kinetic_exchange(rs, zeta)
        total = t + x + correlation(rs, zeta) if interacting else t
        return total - b * zeta
    found = minimize_scalar(energy, bounds=(-0.2, 0.2), method="bounded",
                            options={"xatol": 1e-11})
    return found.x


def ratio_formula(rs, alpha_c):
    return 1 - A * rs / np.pi + 3 * A**2 * rs**2 * alpha_c


def spin_levels(n_up, n_down):
    """Highest occupied Kohn-Sham level of each spin without the field."""
    n_spin = np.array([n_up, n_down])
    level = (6 * np.pi**2 * n_spin) ** (2 / 3) / 2
    for name in ("LDA_X", "LDA_C_PW_MOD"):
        level = level + np.ravel(functional(name, n_up, n_down, 1)[1][0])
    return level


RS_LIST = (1.0, 2.0, 4.0, 6.0, 10.0)
table = []
for rs in RS_LIST:
    kf = 1 / (A * rs)
    # curvature of each energy against its closed form
    kin2 = curvature(lambda z: kinetic_exchange(rs, z)[0])
    exc2 = curvature(lambda z: kinetic_exchange(rs, z)[1])
    cor2 = curvature(lambda z: correlation(rs, z))
    alpha_c = spin_stiffness(rs)
    assert abs(kin2 / (kf**2 / 3) - 1) < 1e-6
    assert abs(exc2 / (-kf / (3 * np.pi)) - 1) < 1e-6
    assert abs(cor2 / alpha_c - 1) < 1e-5
    assert alpha_c > 0
    # susceptibilities from minimization in a weak field; the tolerance
    # covers cubic response and the rounding limit of a minimizer
    b = 0.002 * kf**2 / 3
    zeta_free = polarization(rs, b, False)
    zeta_full = polarization(rs, b, True)
    chi_free = density(rs) * zeta_free / b      # in units of mu_B^2
    assert abs(chi_free / (kf / np.pi**2) - 1) < 2e-4
    ratio = ratio_formula(rs, alpha_c)
    assert abs(zeta_free / zeta_full / ratio - 1) < 2e-4
    assert ratio > 0
    table.append((rs, alpha_c, ratio, zeta_full / zeta_free))

# same susceptibility at fixed chemical potential instead of fixed density
for rs in (2.0, 4.0):
    n = density(rs)
    kf = 1 / (A * rs)
    b = 0.002 * kf**2 / 3
    mu = spin_levels(n / 2, n / 2)[0]

    def balance(scaled):
        levels = spin_levels(scaled[0] * n / 2, scaled[1] * n / 2)
        return (levels - np.array([b, -b]) - mu) / b

    up, down = fsolve(balance, [1.001, 0.999], xtol=1e-12)
    assert np.max(np.abs(balance([up, down]))) < 1e-6
    chi = n * (up - down) / 2 / b
    expected = kf / np.pi**2 / ratio_formula(rs, spin_stiffness(rs))
    assert abs(chi / expected - 1) < 1e-3
    assert abs((up + down) / 2 - 1) < 1e-4      # density shift is second order

# exchange-only gas: loss of local stability and crossing of the energies
rs_local = brentq(lambda r: curvature(
    lambda z: sum(kinetic_exchange(r, z))), 4, 8)
rs_cross = brentq(lambda r: sum(kinetic_exchange(r, 1.0))
                  - sum(kinetic_exchange(r, 0.0)), 4, 8)
assert abs(rs_local / (np.pi / A) - 1) < 1e-5
assert abs(rs_cross / (2 * np.pi * (1 + 2 ** (1 / 3)) / (5 * A)) - 1) < 1e-8
assert rs_cross < rs_local
rs_mid = (rs_cross + rs_local) / 2
assert curvature(lambda z: sum(kinetic_exchange(rs_mid, z))) > 0
assert sum(kinetic_exchange(rs_mid, 1.0)) < sum(kinetic_exchange(rs_mid, 0.0))

# worked example
rs = 4.0
kf = 1 / (A * rs)
alpha_c = spin_stiffness(rs)
kin2, exc2 = kf**2 / 3, -kf / (3 * np.pi)
total2 = kin2 + exc2 + alpha_c
ratio = ratio_formula(rs, alpha_c)
n_si = density(rs) / BOHR_M**3
hartree_j = const.physical_constants["Hartree energy"][0]
chi_pauli_si = const.mu_0 * MU_B**2 * n_si / (kin2 * hartree_j)
chi_si = const.mu_0 * MU_B**2 * n_si / (total2 * hartree_j)
assert abs(chi_pauli_si / (const.alpha**2 * kf / np.pi) - 1) < 1e-6
b_ev = 0.001
zeta_b = b_ev / (total2 * HARTREE_EV)
zeta_b_free = b_ev / (kin2 * HARTREE_EV)
assert abs(polarization(rs, b_ev / HARTREE_EV, True) / zeta_b - 1) < 1e-3

print(f"constant a = (4/(9 pi))^(1/3): {A:.6f}")
print(f"1 hartree: {HARTREE_EV:.5f} eV")
print(f"1 bohr: {BOHR_ANG:.6f} angstrom")
print(f"Example rs (dimensionless): {rs:.1f}")
print(f"sphere radius: {rs * BOHR_ANG:.4f} angstrom")
print(f"density: {density(rs) / BOHR_ANG**3:.5f} angstrom^-3")
print(f"Fermi wavevector: {kf / BOHR_ANG:.4f} angstrom^-1")
print(f"Fermi energy: {kf**2 / 2 * HARTREE_EV:.4f} eV")
print(f"kinetic curvature: {kin2 * HARTREE_EV:.4f} eV")
print(f"exchange curvature: {exc2 * HARTREE_EV:.4f} eV")
print(f"alpha_c: {alpha_c * HARTREE_EV:.4f} eV = {alpha_c:.6f} hartree")
print(f"total curvature: {total2 * HARTREE_EV:.4f} eV = {total2:.6f} hartree")
print(f"exchange term -a rs/pi: {-A * rs / np.pi:.4f}")
print(f"correlation term 3 a^2 rs^2 alpha_c: {3 * (A * rs)**2 * alpha_c:.4f}")
print(f"chi_Pauli/chi: {ratio:.4f}")
print(f"chi/chi_Pauli: {1 / ratio:.4f}")
print(f"chi/chi_Pauli, exchange only: {1 / (1 - A * rs / np.pi):.4f}")
print(f"chi_Pauli (SI, dimensionless): {chi_pauli_si:.4e}")
print(f"chi (SI, dimensionless): {chi_si:.4e}")
print(f"Zeeman energy b: {b_ev:.3f} eV")
print(f"field for this b: {b_ev * const.e / MU_B:.2f} tesla")
print(f"zeta, interacting: {zeta_b:.4e}")
print(f"zeta, noninteracting: {zeta_b_free:.4e}")
print("Table: rs, alpha_c (eV), chi_Pauli/chi, chi/chi_Pauli by minimization")
for r, stiff, rat, enh in table:
    print(f"  {r:4.1f}  {stiff * HARTREE_EV:.4f}  {rat:.4f}  {enh:.3f}")
print(f"exchange only, curvature vanishes at rs: {rs_local:.4f}")
print(f"exchange only, polarized energy crosses at rs: {rs_cross:.4f}")
print("success")
```

Running it gives:

```
constant a = (4/(9 pi))^(1/3): 0.521062
1 hartree: 27.21139 eV
1 bohr: 0.529177 angstrom
Example rs (dimensionless): 4.0
sphere radius: 2.1167 angstrom
density: 0.02517 angstrom^-3
Fermi wavevector: 0.9067 angstrom^-1
Fermi energy: 3.1320 eV
kinetic curvature: 2.0880 eV
exchange curvature: -1.3853 eV
alpha_c: 0.6157 eV = 0.022628 hartree
total curvature: 1.3185 eV = 0.048453 hartree
exchange term -a rs/pi: -0.6634
correlation term 3 a^2 rs^2 alpha_c: 0.2949
chi_Pauli/chi: 0.6315
chi/chi_Pauli: 1.5837
chi/chi_Pauli, exchange only: 2.9712
chi_Pauli (SI, dimensionless): 8.1326e-06
chi (SI, dimensionless): 1.2879e-05
Zeeman energy b: 0.001 eV
field for this b: 17.28 tesla
zeta, interacting: 7.5845e-04
zeta, noninteracting: 4.7893e-04
Table: rs, alpha_c (eV), chi_Pauli/chi, chi/chi_Pauli by minimization
   1.0  1.0972  0.8670  1.153
   2.0  0.8457  0.7695  1.299
   4.0  0.6157  0.6315  1.584
   6.0  0.4935  0.5367  1.863
  10.0  0.3574  0.4112  2.432
exchange only, curvature vanishes at rs: 6.0292
exchange only, polarized energy crosses at rs: 5.4502
success
```
